# Half-Order X-ray Peaks from Pitch Walking and What They Determine

## Definitions and conventions

A grating consists of $M$ parallel lines, with $M$ even. They are numbered $n=0,1,\ldots,M-1$, and their centres lie at

$$x_n=np+u_n,\qquad u_n=(-1)^n d .$$

Here $p$ is the mean pitch and $d$ the displacement. Neighbouring centres are alternately $p-2d$ and $p+2d$ apart. This alternation is called pitch walking, and the two distances differ by $4|d|$, a factor of four to remember when values of "pitch walk" are compared.

The true period is $2p$, so the diffraction peaks lie at

$$q_m=\frac{2\pi m}{2p}=\frac{\pi m}{p},\qquad m=1,2,3,\ldots$$

Even $m$ are the integer orders of the undisturbed grating and odd $m$ are its half orders. The X-rays arrive at normal incidence, the walls are vertical, and each ray is taken to cross the grating without sideways propagation inside it. The form factor of one line, with $x$ measured from its nominal centre, is

$$F(q)=\int\rho(x)e^{-iqx}\,dx ,$$

where $\rho$ is the projected density in units of its value in the body of the line. With $A(q)$ the sum of the amplitudes of all lines, the normalized peak intensity is $I_m=|A(q_m)|^2/M^2$. For identical lines the result is

$$I_m=|F(q_m)|^2\begin{cases}\sin^2(q_md),& m\ \text{odd},\\ \cos^2(q_md),& m\ \text{even}.\end{cases}\tag{1}$$

The half orders are thus proportional to $\sin^2(qd)$ after division by $|F|^2$, which itself changes from peak to peak. Whether they reveal pitch walking depends on whether the lines really are identical.

## First derivation: adding amplitudes

Group the lines into $N=M/2$ pairs. Pair $j$ has one line at $2pj+d$ and one at $2pj+p-d$. For identical lines

$$A=F\sum_{j=0}^{N-1}e^{-2iqpj}\left[e^{-iqd}+e^{-iqp+iqd}\right].$$

Taking $e^{-iqp/2}$ out of the bracket leaves two conjugate exponentials:

$$e^{-iqp/2}\left[e^{iq(p/2-d)}+e^{-iq(p/2-d)}\right]=2e^{-iqp/2}\cos[q(p/2-d)].$$

The geometric sum has modulus $|\sin(Nqp)/\sin(qp)|$. Hence

$$|A|^2=4|F|^2\cos^2[q(p/2-d)]\,\frac{\sin^2(Nqp)}{\sin^2(qp)}.\tag{2}$$

At $q_m$ we have $qp=\pi m$, and the last fraction tends to $N^2$. Since $4N^2=M^2$,

$$I_m=|F|^2\cos^2\left(\frac{\pi m}{2}-q_md\right).$$

The cosine equals $\cos(\pi m/2)\cos(q_md)+\sin(\pi m/2)\sin(q_md)$. For odd $m$ the first term vanishes and the second is $\pm\sin(q_md)$; for even $m$ the roles are reversed. This is (1).

Without displacement, the two lines of a pair cancel at a half order. Displacement spoils the cancellation. Reversing the sign of $d$ leaves the peak intensities unchanged, because the squared sine and cosine in (1) are even in $d$; in an endless grating it is the same as moving the origin by one line. As a limiting check, put $d=p/2$ formally. The two lines of each pair then coincide, the grating has plain period $2p$, and (1) gives every odd order its full weight $|F|^2$.

Equation (2) also shows how long a grating with sharp ends must be. At $q=q_m+\kappa$ with $m$ odd, the pair factor is $\sin^2(qd-\kappa p/2)$. The first zeros of the last fraction lie at $\kappa=\pm2\pi/(Mp)$, where $|\kappa p/2|=\pi/M$. The central maximum is nearly symmetric, and its area follows $|F|^2\sin^2(q_md)$, if $\pi/M\ll q_m|d|$. In a shorter grating the height at $q_m$ still obeys (1), but a measured area needs (2).

## Second derivation: counting pairs of lines

The intensity can be found without an amplitude, from the distances between lines. Write it as a double sum:

$$|A|^2=|F|^2\sum_{j,k}e^{-iq(x_j-x_k)},\qquad x_j-x_k=(j-k)p+u_j-u_k .$$

At a peak, $e^{-iq_m(j-k)p}=(-1)^{m(j-k)}$. If $j-k$ is even, the two displacements are equal and drop out. If $j-k$ is odd, $u_j-u_k=\pm2d$. The pairs $(j,k)$ and $(k,j)$ carry opposite signs and the same factor $(-1)^{m(j-k)}$, so their mean displacement factor is $\cos(2q_md)$.

For odd $m$, half of the $M^2$ ordered pairs have even separation and contribute $+1$ each. The other half have odd separation and contribute $-\cos(2q_md)$ on average. Therefore

$$\frac{|A|^2}{M^2}=|F|^2\,\frac{1-\cos(2q_md)}{2}=|F|^2\sin^2(q_md).$$

For even $m$ the factor $(-1)^{m(j-k)}$ is $+1$ for all pairs, and the same count gives $|F|^2[1+\cos(2q_md)]/2=|F|^2\cos^2(q_md)$. This is (1) again.

## What each derivation assumes

Both derivations, as written, use identical lines, an even number of them, and single passage of the wave. They differ in what must be known, and hence in what they can be extended to.

The first needs the position of every line and keeps the phase of the amplitude. It gives the intensity between peaks and accepts two different form factors. The second needs the distribution of distances between lines, and it discards the phase at the outset. It extends easily to random placement, where distances have known statistics but individual positions do not. With unequal lines it would also need to record which kinds of line form each pair.

### Unequal lines, from the amplitudes

Let the lines at $+d$ and $-d$ have form factors $F_A$ and $F_B$. At odd $m$, $e^{-iqp}=-1$, so the amplitude per line is

$$\frac{A}{M}=\frac{F_Ae^{-iqd}-F_Be^{iqd}}{2}=-i\bar F\sin(qd)+\frac{\Delta F}{2}\cos(qd),$$

with $\bar F=(F_A+F_B)/2$ and $\Delta F=F_A-F_B$. If both profiles are symmetric about their nominal centres, $F_A$ and $F_B$ are real. The two terms are then a quarter cycle apart and their intensities add:

$$I_m=\bar F^2\sin^2(qd)+\left(\frac{\Delta F}{2}\right)^2\cos^2(qd),\qquad m\ \text{odd}.\tag{3}$$

A half order therefore appears even at $d=0$ if the lines differ.

Consider rectangular lines of widths $w+2a$ and $w-2a$, so that each edge moves by $a$. Their form factors are $2\sin[q(w/2\pm a)]/q$. Half the sum and half the difference are

$$\bar F=\frac2q\sin\frac{qw}{2}\cos(qa),\qquad \frac{\Delta F}{2}=\frac2q\cos\frac{qw}{2}\sin(qa).$$

Inserted in (3), they give for odd $m$

$$I_m=\frac4{q^2}\left[\sin^2\frac{qw}{2}\cos^2(qa)\sin^2(qd)+\cos^2\frac{qw}{2}\sin^2(qa)\cos^2(qd)\right].\tag{4}$$

For even $m$, $e^{-iqp}=+1$ and the amplitude is $\bar F\cos(qd)-i(\Delta F/2)\sin(qd)$. This exchanges $\sin^2(qd)$ and $\cos^2(qd)$ in (4). When $q|d|$ and $q|a|$ are small, the half orders become

$$I_m\simeq4\left[d^2\sin^2\frac{qw}{2}+a^2\cos^2\frac{qw}{2}\right].\tag{5}$$

Several half orders can separate $d^2$ from $a^2$ because their weights vary with $q$. At $w=p/2$ this fails: $q_mw/2=\pi m/4$, both weights are $1/2$ for every odd $m$, and (5) contains nothing but $d^2+a^2$. The terms of (4) beyond this limit and the even orders then still fix $d$ and $a$, but only up to their exchange.

### The twin solution

A further ambiguity remains at any width. Replace $w$ by $p-w$ and exchange $d$ with $a$. Since $q_mp/2=\pi m/2$,

$$\sin^2\frac{q_m(p-w)}2=\sin^2\left(\frac{\pi m}{2}-\frac{q_mw}{2}\right)=\begin{cases}\cos^2(q_mw/2),&m\ \text{odd},\\ \sin^2(q_mw/2),&m\ \text{even}.\end{cases}$$

The corresponding squared cosine is one minus this. For odd $m$ the replacement turns each term of (4) into the other. For even $m$ each term is unchanged, since $\cos^2(qa)\cos^2(qd)$ and $\sin^2(qa)\sin^2(qd)$ are symmetric in $a$ and $d$. Hence, for all $m\ge1$,

$$I_m(w,d,a)=I_m(p-w,a,d).\tag{6}$$

This is Babinet's principle. The gap after a line at $+d$ has width $p-w-2d$ and centre $p/2+a$; the next has width $p-w+2d$ and centre $3p/2-a$. In the gaps, displacement and width alternation have changed places. A grating and its complement differ in density by a constant and a sign, neither of which affects the peak intensities at $m\ge1$. Within this model, more orders or more photons cannot remove the twin. One needs independent knowledge, such as whether the lines are narrower or wider than $p/2$.

### Mirrored profiles

In self-aligned double patterning, spacers of thickness $w$ are formed on both sides of a sacrificial line, the mandrel. The mandrels repeat with period $2p$. If the mandrel width is $p-w+\epsilon$, the spacer centres are $p+\epsilon$ apart across the mandrel and $p-\epsilon$ apart across the gap. Thus $|\epsilon|=2|d|$.

The two spacers are mirror images, and any asymmetry they pass to the etched lines is mirrored too. Reflection of a real density gives $F_B=F_A^*$. With $F_A=|F|e^{-i\varphi}$, the odd-order amplitude is

$$\frac{|F|}{2}\left[e^{-i(qd+\varphi)}-e^{i(qd+\varphi)}\right]=-i|F|\sin(qd+\varphi),$$

so $I_m=|F|^2\sin^2(qd+\varphi)$. For small $q$, expansion of the exponential in $F_A$ gives $F_A\simeq F_A(0)(1-iqc)$, where $c$ is the centroid of the profile relative to its nominal centre. Hence $\varphi\simeq qc$. At leading order in $q$ the half-order peaks sense the centroid displacement $d+c$, not the displacement of a chosen edge or of the line's top. At higher orders, especially near a zero of the form factor, $\varphi$ can differ strongly from $qc$.

### Random displacements, from the pairs

Add to each position an independent Gaussian error $\xi_n$ of standard deviation $\sigma$. For two different lines, $\xi_j-\xi_k$ has variance $2\sigma^2$, so the mean of $e^{-iq(\xi_j-\xi_k)}$ is $e^{-q^2\sigma^2}$. The $M$ terms with $j=k$ remain equal to one. Let $S=\sum_n e^{-iq(np+u_n)}$ be the ordered sum. Separating the equal-index terms gives

$$\langle|A|^2\rangle=|F|^2\left[e^{-q^2\sigma^2}|S|^2+M(1-e^{-q^2\sigma^2})\right].\tag{7}$$

Independent errors weaken the peaks and add a smooth background. They create no half-order peak, because they do not distinguish odd from even lines.

Slow variation of the walk acts differently. Suppose the beam covers many domains, each long enough to give resolved peaks, and their intensities add. If $d$ is Gaussian with mean $d_0$ and standard deviation $s$, the mean of $\cos(2qd)$ is $\cos(2qd_0)e^{-2q^2s^2}$, and

$$\langle\sin^2(qd)\rangle=\frac{1-\cos(2qd_0)e^{-2q^2s^2}}2\simeq q^2(d_0^2+s^2).$$

The last form holds for small $q|d_0|$ and $qs$. The peak then measures the root-mean-square walk, and it persists when the mean is zero.

## A silicon grating

Take etched silicon lines with $p=32$ nm, $w=14$ nm and height $h=50$ nm, examined in transmission at 17 keV. Let $d=0.50$ nm, $a=0.20$ nm and $\sigma=0.60$ nm. The centre distances are 31 and 33 nm, corresponding to a mandrel width error of 1 nm, and the line widths are 14.4 and 13.6 nm.

For the first half order, $q_1=\pi/32=0.0982\ \mathrm{nm^{-1}}$ and $\sin^2(q_1d)=0.00241$. Also $q_1w/2=7\pi/32$, whose squared sine is 0.402. At $m=2$ the squared sine of $q_2w/2$ is 0.962, and $\cos^2(q_2d)=0.990$. With $a=0$ and random errors left out,

$$\frac{I_1}{I_2}=\left(\frac{q_2}{q_1}\right)^2\frac{0.402\times0.00241}{0.962\times0.990}=0.0041 .$$

The factor $(q_2/q_1)^2$ is 4. Width alternation raises the ratio to 0.0050.

Suppose an analyst knows $w$, ignores $a$, and solves for $d$ from one ratio $I_m/I_2$ at a time. The answers are 0.556 nm from $m=1$, 0.511 nm from $m=3$ and 0.823 nm from $m=5$. Equation (5) explains the spread: the apparent value is close to $\sqrt{d^2+a^2\cot^2(qw/2)}$. At $m=5$, $\sin^2(qw/2)$ is 0.084, so $\cot^2(qw/2)$ is about 10.9 and the estimate is $\sqrt{0.25+0.04\times10.9}=0.83$ nm. The displacement supplies only a little more than a third of the intensity there, and the width difference supplies the rest. If $w$, the common line profile and $\sigma$ are well known, disagreement between half orders is thus a warning that a uniform pitch walk is not the whole explanation. The conditions matter: for identical lines, an error of 0.2 nm in the assumed $w$ would by itself move the $m=5$ answer from 0.50 nm to 0.43 or 0.60 nm.

A joint fit uses this variation. Intensities for $m=1$ to 12 were computed by numerical integration of the density, multiplied by $e^{-q^2\sigma^2}$, and scaled to one million counts at $m=2$. The first half order then has about 5100 counts. Weighted nonlinear least squares, with scale, $w$, $\sigma^2$, $d$ and $a$ unknown, recovers $w=14$, $d=0.5$ and $a=0.2$ nm when started near these values. Started near the twin, it finds $w=18$, $d=0.2$ and $a=0.5$ nm from the same data, as (6) requires.

For Poisson counts with means $\mu_m$ and fit parameters $\theta_i$, the log-likelihood is $\sum_m(n_m\ln\mu_m-\mu_m)$ plus a constant. Its derivative is $\sum_m(n_m/\mu_m-1)\,\partial\mu_m/\partial\theta_i$. Since $n_m$ has variance $\mu_m$, the covariance of these derivatives, the Fisher matrix, is

$$G_{ij}=\sum_m\frac1{\mu_m}\frac{\partial\mu_m}{\partial\theta_i}\frac{\partial\mu_m}{\partial\theta_j}.$$

The diagonal of $G^{-1}$ predicts standard errors of 0.0016 nm for $d$, 0.0023 nm for $a$ and 0.0037 nm for $w$. Fits to 300 sets of simulated Poisson counts scatter by 0.0015, 0.0024 and 0.0035 nm. These are counting errors within a perfect model, on the correct side of the twin ambiguity.

## How real lines change the reading

The dimensions and the mandrel error of 1 nm are chosen for illustration. Self-aligned double patterning halves the mandrel pitch, so lines 32 nm apart need mandrels 64 nm apart. A single exposure at 193 nm wavelength and numerical aperture 1.35 cannot print dense lines closer than about $193/(2\times1.35)\simeq72$ nm, so the mandrels would need a finer method, such as extreme-ultraviolet lithography. If the pitch is instead halved twice, the true period can be $4p$ and the two-line model must be extended.

The simple rectangular profile is also an idealization. Give each line a foot 1 nm wide and 0.3 of the line height, mirrored between neighbours. The foot centre is 7.5 nm from the line centre, so $c=0.3\times7.5/14.3=0.157$ nm. With $d=0$ and $|F|$ known, the first half order would be read as a walk of 0.156 nm. That is about a hundred times the counting error in $d$.

Alternate trenches may also differ in depth, even between identical lines. Depths 0.5 nm above and below the mean change the projected density in the trenches by $\pm0.01$. At $m=1$ this adds an amplitude per line of modulus $0.01\,(2/q_1)\cos(q_1w/2)$, in phase or in antiphase with that of a small walk. The $d$ inferred from $m=1$ alone is then wrong by about $0.01\cot(q_1w/2)/q_1=0.12$ nm. A joint fit of rectangular lines to all twelve orders errs much less. For identical lines the error in $d$ is about 0.009 or 0.024 nm, depending on which trench is deeper, and with $a=0.20$ nm it is about 0.006 or 0.013 nm. This is still several times the counting error, and the fit describes the data poorly.

Other departures disturb the reading of $m=1$ less or can be controlled:

- A height alternation of $\pm1\%$ gives $\Delta F/2=0.01\bar F$. By (3), with $a=0$, it raises the $m=1$ intensity by the fraction $10^{-4}\cot^2(q_1d)$, or 4.1%. The inferred $d$ rises by about half that percentage, or 0.01 nm. With $a=0.20$ nm the height and width differences add in amplitude, and the effect is larger: the $m=1$ intensity rises by 19% if the wider lines are the taller ones and falls by 13% if they are the shorter ones.
- A domain spread $s=0.30$ nm about $d_0=0.50$ nm gives an apparent walk of 0.583 nm, close to $\sqrt{0.50^2+0.30^2}$ nm. A joint fit of all twelve orders with a single $d$ does not remove this error: it still exceeds the mean walk by about 0.07 nm.
- For 200 coherently illuminated lines and $a=0$, (7) gives a diffuse background of 0.7% of the $m=1$ peak height. If the grating itself ends sharply after these 200 lines, $\pi/M=0.016$ against $q_1d=0.049$ makes the peak noticeably asymmetric, although the area of its central maximum differs from the $\sin^2$ law by only about 1%. A beam that fades smoothly within a longer grating leaves the peak nearly symmetric.
- X-rays of twice the energy have twice the $q$ at the same angle, so their order $2m$ falls on order $m$. Their phase shift is half as large and their scattering a quarter as strong. A photon fraction of $10^{-4}$, with equal detector response, adds $10^{-4}\times\frac14\times10^6/5092=0.5\%$ to the first half order.

The assumption about the passage of the wave is well satisfied. With $r_e$ the classical electron radius, $\lambda=0.0729$ nm the wavelength and $n_e=699\ \mathrm{nm^{-3}}$ the electron density of silicon, one line shifts the phase by $\beta=r_e\lambda n_eh=0.0072$ rad. Even a large $\beta$ would leave the intensity ratios unchanged in this projection model with equal heights: the transmitted wave is $1+(e^{-i\beta}-1)\chi(x)$, where $\chi$ is one inside the lines and zero outside, so all nonzero orders share the factor $|e^{-i\beta}-1|^2=4\sin^2(\beta/2)$.

Dividing the Fourier integral over one period by $2p$ gives the diffracted fraction $4\sin^2(\beta/2)I_m/p^2$. With the damping by $\sigma$ included, it is $4.9\times10^{-6}$ at $m=2$ and $2.5\times10^{-8}$ at $m=1$. One million counts at $m=2$ therefore need about $2\times10^{11}$ incident photons, before absorption and detector losses.

Projection also neglects the wave-vector component along the line height, $q_z=k-\sqrt{k^2-q^2}$ with $k=2\pi/\lambda$. Averaging $e^{-iq_zz}$ over the height multiplies the intensity by $[\sin(q_zh/2)/(q_zh/2)]^2$. This factor alone lowers the intensity by less than one part in a million at $m=1$ and by 1.3% at $m=12$, comparable to the counting error of that order. A joint fit that ignores propagation absorbs most of the loss into $\sigma^2$, which rises from 0.360 to about 0.367 nm$^2$, while $d$ and $a$ move by only about 0.0002 nm or less.

For this grating, profile shape and differences between neighbouring lines or trenches limit the accuracy of $d$ well before photon counting does. Once harmonic X-rays are excluded, a half-order peak shows that the structure does not repeat after every line. Among the causes considered here, neighbouring lines differ in position or form, or neighbouring trenches differ in depth. Additional peaks at quarter orders would point to a period of four lines. Assigning the peak to pitch walking requires several orders, a profile model that allows mirrored asymmetry and unequal trenches, and independent knowledge of which side of $p/2$ the line width lies.
